# Setting up the Johnson–Bovey ring-current shift for a benzene proton

**Question: Johnson–Bovey shift at a benzene proton, and why my three numbers disagree**

I am trying to compute the ring-current shift of a benzene proton in the Johnson–Bovey model, with six π electrons in two current loops above and below the ring. An RHF/STO-3G optimization gives me a carbon radius \(a = 2.621\) bohr and a proton radius \(R = 4.667\) bohr. I can derive the field on the axis of a loop, but putting \(R\) in as the distance gives the opposite sign to Pople's point-dipole formula. The off-axis formula has elliptic integrals that I cannot derive, and I do not know where its factor 1/3 comes from. What is the two-loop value, how does it relate to the other two, and which sign is "downfield"?

**Answer**

The proton lies in the ring plane, outside the loops, so the on-axis formula does not apply to it. The opposite sign is real: the induced field opposes the applied field on the axis and returns parallel to it in the ring plane at the proton's distance. (For two loops the reversal in the plane sets in only some way beyond the radius \(a\): at \(\rho=a\) the function \(G\) derived below equals \((K-E)/Q>0\), which is still shielding.) The on-axis formula is still useful, because it generates a series whose first term is Pople's dipole.

I use Hartree atomic units with SI-type electromagnetism, so the electron has charge \(-1\) and \(\mu_0/4\pi = \alpha^2 = 5.325135\times10^{-5}\). The ring normal is \(z\), and the loops have radius \(a\) and sit at \(z=\pm p\).

**The current**

The model lets \(n=6\) independent electrons move freely on a circle of radius \(a\). For \(\mathbf B_0 = B_0\hat z\) the vector potential on the circle is \(A_\varphi = B_0a/2\), and the kinetic momentum is \(L_z/a + A_\varphi\), so
\[ H = \frac{(L_z + B_0a^2/2)^2}{2a^2}. \]
Fill \(L_z = 0, \pm1\) with two electrons each. This filling stays lowest while \(B_0a^2/2 < 1/2\), that is \(B_0<1/a^2=0.146\) a.u., about \(3\times10^4\) T, roughly three orders of magnitude above NMR fields. Expanding the square and summing, the term linear in \(B_0\) is proportional to \(\sum L_z = 0\), which leaves \(\mathcal E = \mathcal E_0 + na^2B_0^2/8\). The moment and the current are
\[ \mu_z = -\frac{d\mathcal E}{dB_0} = -\frac{na^2B_0}{4}, \qquad I = \frac{\mu_z}{\pi a^2} = -\frac{nB_0}{4\pi}. \]
This is charge \(-n\) rotating at the Larmor frequency \(B_0/2\), and it is diamagnetic. Numerically \(I/B_0 = -0.47746\) a.u.; in SI, \(-ne^2/4\pi m_e = -13.455\) nA/T. Since \(A_\varphi\) does not depend on \(z\), placing half the density at \(+p\) and half at \(-p\), like the two lobes of a \(2p_z\) orbital, gives each loop \(I/2\).

The free ring is an idealization. A sixfold potential along the ring stops \(L_z\) from being conserved, and the term \(B_0L_z/2\) then lowers the ground-state energy in second order, which reduces the diamagnetic current. With four or eight electrons the top level is half filled, and the linear term cannot be dropped.

**The factor 1/3 and the sign of the shift**

Define \(\sigma_{ab} = -\partial B^{\rm ind}_a/\partial B_{0,b}\), so positive \(\sigma\) means shielding. To first order in \(\sigma\) the precession frequency feels only the induced component along the field direction \(\mathbf b\), which is \(-B_0\sum b_a\sigma_{ab}b_b\). Fast isotropic tumbling gives \(\langle b_ab_b\rangle = \delta_{ab}/3\), so \(\sigma = \tfrac13\mathrm{Tr}\,\boldsymbol\sigma\). In this model only \(B_{0,z}\) threads the loops, so only \(\sigma_{xz},\sigma_{yz},\sigma_{zz}\) can be nonzero, and
\[ \sigma = \tfrac13\sigma_{zz} = -\frac{B^{\rm ind}_z}{3B_0}. \]

Because \(\nu\propto 1-\sigma_{\rm tot}\), the shift is \(\delta = (\nu-\nu_{\rm ref})/\nu_{\rm ref} = (\sigma_{\rm ref}-\sigma_{\rm tot})/(1-\sigma_{\rm ref})\). Against a reference proton that differs only by lacking the ring current, \(\sigma_{\rm tot} = \sigma_{\rm ref}+\sigma\) and \(\Delta\delta = -\sigma/(1-\sigma_{\rm ref})\approx-\sigma\). Negative \(\sigma\) means higher frequency and larger \(\delta\), which is "downfield".

**Field of one loop**

Take a loop with current \(I_1\) and a field point at distance \(\rho\) from the axis and height \(s\) above the loop plane. With \(\mathbf r = (\rho,0,s)\), \(\mathbf r' = a(\cos\varphi,\sin\varphi,0)\) and \(d\mathbf l = a(-\sin\varphi,\cos\varphi,0)\,d\varphi\),
\[ [d\mathbf l\times(\mathbf r-\mathbf r')]_z = a\,[a\sin^2\varphi - \cos\varphi\,(\rho-a\cos\varphi)]\,d\varphi = a(a-\rho\cos\varphi)\,d\varphi. \]
The Biot–Savart law gives
\[ B_z = \alpha^2I_1\int_0^{2\pi}\frac{a(a-\rho\cos\varphi)}{D^{3/2}}\,d\varphi,\qquad D = a^2+\rho^2+s^2-2a\rho\cos\varphi. \]
The cosine in the numerator is removed with \(D + a^2-\rho^2-s^2 = 2a^2-2a\rho\cos\varphi\), so the integrand equals \(\tfrac12D^{-1/2} + \tfrac12(a^2-\rho^2-s^2)D^{-3/2}\). It is even in \(\varphi\), so the integral is twice that over \([0,\pi]\). Setting \(\varphi = \pi-2t\) turns this into \(4\int_0^{\pi/2}dt\), with \(\cos\varphi = -\cos2t = 2\sin^2t-1\). Then
\[ D = Q^2\Delta^2,\quad \Delta^2 = 1-m\sin^2t,\quad Q^2 = (a+\rho)^2+s^2,\quad m = \frac{4a\rho}{Q^2}. \]
Define \(K(m) = \int_0^{\pi/2}\Delta^{-1}dt\) and \(E(m) = \int_0^{\pi/2}\Delta\,dt\). The argument is the parameter \(m = k^2\), not the modulus \(k\).

The \(\Delta^{-3}\) integral reduces to \(E\). With \(u = \sin^2t\) and \(d\Delta/dt = -m\sin t\cos t/\Delta\),
\[ \frac{d}{dt}\frac{\sin t\cos t}{\Delta} = \frac{(1-2u)(1-mu)+mu(1-u)}{\Delta^3} = \frac{1-2u+mu^2}{\Delta^3}. \]
Multiplying by \(m\), the numerator is \(m-2mu+m^2u^2 = (1-mu)^2-(1-m) = \Delta^4-(1-m)\). The right side becomes \(\Delta-(1-m)\Delta^{-3}\). The left side integrates to zero because \(\sin t\cos t\) vanishes at both ends, so \(\int_0^{\pi/2}\Delta^{-3}dt = E/(1-m)\). Using \(Q^2(1-m) = Q^2-4a\rho = (a-\rho)^2+s^2\),
\[ B_z = 2\alpha^2I_1\,G(\rho,s),\qquad G = \frac1Q\left[K+\frac{a^2-\rho^2-s^2}{(a-\rho)^2+s^2}\,E\right]. \]
Now put \(I_1 = I/2 = -nB_0/8\pi\), add the loops with \(s = z\mp p\), and divide by \(-3B_0\):
\[ \sigma_{\rm JB}(\rho,z) = \frac{n\alpha^2}{12\pi}\left[G(\rho,z-p)+G(\rho,z+p)\right]. \]
\(G\) is even in \(s\), so in the plane \(\sigma_{\rm JB} = (n\alpha^2/6\pi)\,G(\rho,p)\). The field diverges on the wires, where \((a-\rho)^2+s^2\to0\), so the model cannot be used close to them.

**The axis**

At \(\rho=0\), \(m=0\), \(K=E=\pi/2\) and \(Q^2 = a^2+s^2\). The bracket is \(\frac\pi2\left[1+\frac{a^2-s^2}{a^2+s^2}\right] = \frac{\pi a^2}{a^2+s^2}\), so
\[ \sigma_{\rm axis}(z) = \frac{n\alpha^2a^2}{12}\left\{[a^2+(z-p)^2]^{-3/2}+[a^2+(z+p)^2]^{-3/2}\right\}. \]
This is your elementary formula. It is positive for every \(z\).

**From the axis to Pople's dipole**

Let \(c = \sqrt{a^2+p^2}\), the distance of the wires from the centre, and \(x = p/c\). Then \(a^2+(z-p)^2 = z^2(1-2x\tau+\tau^2)\) with \(\tau = c/z\). Differentiating the Legendre generating function \((1-2x\tau+\tau^2)^{-1/2} = \sum_lP_l(x)\tau^l\) with respect to \(x\) and dividing by \(\tau\) gives \((1-2x\tau+\tau^2)^{-3/2} = \sum_{j\ge0}P'_{j+1}(x)\tau^j\), valid for \(\tau<1\). The lower loop has \(x\to-x\), and \(P'_{j+1}(-x) = (-1)^jP'_{j+1}(x)\), so odd \(j\) cancel and even \(j\) double.

Off the wires \(\nabla\cdot\mathbf B = 0\) and \(\nabla\times\mathbf B = 0\), so \(\nabla^2\mathbf B = \nabla(\nabla\cdot\mathbf B)-\nabla\times\nabla\times\mathbf B = 0\), and the Cartesian component \(B_z\) is harmonic. It is axisymmetric and decays, so for \(r>c\) it is a sum of terms \(P_l(\cos\theta)/r^{l+1}\). Since \(P_l(1)=1\), the axis fixes the coefficients, and \(z^{-(j+3)}\) continues to \(P_{j+2}(\cos\theta)/r^{j+3}\):
\[ \sigma_{\rm JB}(r,\theta) = \frac{n\alpha^2a^2}{6}\sum_{j=0,2,4,\dots}P'_{j+1}(x)\,\frac{c^j\,P_{j+2}(\cos\theta)}{r^{j+3}},\qquad r>c. \]
For \(j=0\), \(P_1'=1\) and \(P_2 = (3\cos^2\theta-1)/2\), so
\[ \sigma_{\rm P} = \frac{n\alpha^2a^2(3\cos^2\theta-1)}{12r^3}. \]
This is the field \(\alpha^2\mu_z(3\cos^2\theta-1)/r^3\) of the moment \(\mu_z\) at the centre, divided by \(-3B_0\): Pople's result. At the proton it is \(-n\alpha^2a^2/12R^3\), and on the axis at the same distance it is \(-2\) times that.

For the corrections in the plane, the generating function at \(x=0\) is \((1+\tau^2)^{-1/2} = 1-\tfrac12\tau^2+\tfrac38\tau^4-\tfrac5{16}\tau^6+\dots\), which gives \(P_2(0), P_4(0), P_6(0)\) and the ratios \(P_4(0)/P_2(0) = -\tfrac34\), \(P_6(0)/P_2(0) = \tfrac58\). From \(P_3 = (5x^3-3x)/2\) and \(P_5 = (63x^5-70x^3+15x)/8\), with \(x^2c^2=p^2\) and \(c^2=a^2+p^2\),
\[ c^2P_3' = \tfrac12(15p^2-3c^2) = -\tfrac32(a^2-4p^2), \]
\[ c^4P_5' = \tfrac18(315p^4-210p^2c^2+15c^4) = \tfrac{15}8(a^4-12a^2p^2+8p^4). \]
Multiplying by the ratios,
\[ \frac{\sigma_{\rm JB}}{\sigma_{\rm P}} = 1+\frac98\frac{a^2-4p^2}{R^2}+\frac{75}{64}\frac{a^4-12a^2p^2+8p^4}{R^4}+\dots \]
At order \(R^{-2}\), finite radius strengthens the deshielding and height weakens it. The two cancel at \(p = a/2\), the Helmholtz spacing, where the next coefficient is \(\frac{75}{64}(1-3+\tfrac12)a^4 = -\frac{225}{128}a^4\).

**Choosing \(p\)**

The height is a model parameter. The \(R^{-2}\) term is linear in \(p^2\), so a current spread in height at fixed radius is reproduced at this order by \(p^2 = \langle z^2\rangle\). I take the average over the π density. At the RHF/STO-3G minimum (\(D_{6h}\), located by a Newton step on finite-difference energies in the C–C and C–H lengths, which gives your \(a\) and \(R\)), contracting the \(2p_z\) block of the density matrix with the \(z^2\) integrals and dividing by six gives \(\langle z^2\rangle = 1.6405\) bohr², so \(p = 1.281\) bohr (0.678 Å). The \(R^{-4}\) term would also need \(\langle z^4\rangle\), which two thin loops do not match: they have \(\langle z^4\rangle/\langle z^2\rangle^2=1\), while this π density has 2.2. The mismatch matters at the proton. Averaging the loop field over the full height distribution of the same density, at radius \(a\), gives \(\sigma=-1.63\) ppm, against \(-1.38\) ppm for the two loops computed below. The three lengths are treated as exact below, and digits are carried only so that the arithmetic can be followed.

**The number at the proton**

With \(\rho=R\) and \(s=p\):
\[ Q^2 = (2.621+4.667)^2+1.281^2 = 54.7559,\qquad Q = 7.39972, \]
\[ m = 4(2.621)(4.667)/54.7559 = 0.893581. \]
\(K\) and \(E\) follow from the arithmetic–geometric mean method. Start from \(a_0=1\), \(g_0=\sqrt{1-m}\), iterate \(a_k = (a_{k-1}+g_{k-1})/2\), \(g_k = \sqrt{a_{k-1}g_{k-1}}\), and record \(c_k = (a_{k-1}-g_{k-1})/2\). Then \(K = \pi/2a_\infty\) and \(E = K[1-m/2-\sum_{k\ge1}2^{k-1}c_k^2]\). The pairs \((a_k,g_k)\) are (0.6631097, 0.5711563), (0.6171330, 0.6154180), (0.6162755, 0.6162749). Hence \(K = \pi/(2\times0.616275) = 2.54886\) and, from the same pairs, \(E = 1.109985\). Next,
\[ \frac{a^2-R^2-p^2}{(a-R)^2+p^2} = \frac{-16.5522}{5.8271} = -2.84057, \]
\[ G = \frac{2.548855-2.840568\times1.109985}{7.39972} = \frac{-0.604134}{7.39972} = -0.081643\ \text{bohr}^{-1}. \]
With \(n\alpha^2/6\pi = 16.9504\) ppm bohr,
\[ \sigma_{\rm JB} = 16.9504\times(-0.081643) = -1.384\ \text{ppm},\qquad\sigma_{zz} = 3\sigma_{\rm JB} = -4.152\ \text{ppm}. \]
The proton is deshielded, \(\Delta\delta = +1.384\) ppm. The denominator \(1-\sigma_{\rm ref}\), with a rough \(\sigma_{\rm ref}\) of 30 ppm, changes 1.38388 to 1.38392 and can be ignored.

Pople's value is
\[ \sigma_{\rm P} = -\frac{6\,(5.325135\times10^{-5})(2.621)^2}{12\,(4.667)^3} = -1.799\ \text{ppm}, \]
so \(\sigma_{\rm JB}/\sigma_{\rm P} = 0.769\). The two-loop deshielding is 23% smaller than the dipole value.

**Why 0.77 and not 1**

Here \(p/a = 0.489\), almost the Helmholtz spacing, and the \(R^{-2}\) term does nearly vanish: \(\frac98a^2/R^2 = 0.3548\) and \(-\frac92p^2/R^2 = -0.3390\) add to \(+0.0158\). That does not rescue the dipole, because the expansion parameter \((c/R)^2 = (2.9173/4.667)^2 = 0.391\) is not small. Evaluating the general term at \(\theta=90^\circ\):

| \(j\) | term / \(\sigma_{\rm P}\) | partial sum (ppm) |
|---|---|---|
| 0 | +1.0000 | −1.799 |
| 2 | +0.0158 | −1.828 |
| 4 | −0.1644 | −1.532 |
| 6 | −0.0814 | −1.386 |
| 8 | −0.0133 | −1.362 |
| 10 | +0.0063 | −1.373 |

The deficit comes from \(j=4\) and \(j=6\). The series converges because \(R>c\), but slowly: the sum through \(j=10\) still differs from the closed form \(-1.384\) in the second decimal, and its closeness at \(j=6\) does not last through \(j=8\).

The result depends strongly on \(p\). The same elliptic formula gives \(-2.747\) ppm at \(p=0\) (1.53 times the dipole) and \(-1.341\) ppm at \(p=a/2\). The dipole value lies between them, and a bracketing root search on \(\sigma_{\rm JB}(p)-\sigma_{\rm P}\) puts the crossing at \(p = 1.000\) bohr, \(p/a=0.38\). A central difference at \(p=1.281\) gives \(d\sigma/dp = +1.45\) ppm/bohr. Near this height each tenth of a bohr moves \(\sigma\) by about 0.14 ppm, and the value of \(p\) rests on a choice of definition and of basis set. At the same geometry the larger 6-31G* basis gives \(p=1.524\) bohr and \(\sigma_{\rm JB}=-1.05\) ppm. The result \(\Delta\delta\approx+1.4\) ppm therefore belongs to the STO-3G height and is not a prediction of the model alone; the height moves by 0.24 bohr and \(\sigma\) by about 0.3 ppm between these two bases, so neither value is shown to be converged with basis set. Agreement with a measured shift obtained by adjusting \(p\) would not test the model, because \(p\) also absorbs any overestimate of the current. The σ electrons and local atomic currents are absent from all these numbers.

**Comparison with the axis**

Inserting \(z=R\) into \(\sigma_{\rm axis}\) describes a nucleus above the ring centre at the proton's distance:

| model | plane, \(\rho=R\) (ppm) | axis, \(z=R\) (ppm) | axis/plane |
|---|---|---|---|
| point dipole | −1.799 | +3.599 | −2.00 |
| one loop, \(p=0\) | −2.747 | +2.385 | −0.87 |
| two loops | −1.384 | +2.996 | −2.16 |

For a single loop the dipole fails in opposite directions. On the axis \((a^2+z^2)^{-3/2}<z^{-3}\), so the loop is weaker than the dipole. In the plane the corrections \(\frac98a^2/R^2\) and \(\frac{75}{64}a^4/R^4\) are positive, and so is every higher one: at \(x=0\) the expansions of \((1+\tau^2)^{-3/2}\) and \((1+\tau^2)^{-1/2}\) alternate, so \(P'_{j+1}(0)\) has sign \((-1)^{j/2}\) and \(P_{j+2}(0)\) has sign \((-1)^{j/2+1}\), and each product is negative like \(P_2(0)\). The loop is therefore stronger. For two loops at \(p=1.281\) bohr both values fall below the dipole in magnitude, by 23% in the plane and 17% on the axis, so their ratio is close to \(-2\). That is particular to this height: at \(p=1.5\) bohr the ratio is \(-3.0\). Between axis and plane the shielding passes through zero: at \(\cos^2\theta=\tfrac13\), or \(54.74^\circ\), for the dipole, and at \(54.29^\circ\) for the two loops on the sphere \(r=R\), found by a root search in \(\theta\).

At the centre, \(r<c\), the series does not apply and the dipole diverges, while the axis formula stays finite. It gives \(n\alpha^2a^2/6c^3 = 14.7\) ppm for two loops and \(n\alpha^2/6a = 20.3\) ppm for one loop, both shielding.
